# Real solid harmonics from x, y, z by recurrence

## Form fixed by symmetry and scaling

A regular solid harmonic of degree $l$ is a polynomial $f(x,y,z)$ that satisfies $\nabla^2 f=0$ and scales as $f(\lambda\mathbf r)=\lambda^l f(\mathbf r)$. If the coordinates are lengths, its unit is length$^l$. No physical constant enters.

Let $w=x+iy$, and require that $f$ acquire the phase $e^{im\alpha}$, $m\ge0$, when the azimuth increases by $\alpha$. The monomial $w^a\bar w^b z^c$ acquires $e^{i(a-b)\alpha}$, so $a=b+m$. Since $w\bar w=r^2-z^2$, it follows that

$$f=w^m\,Q(z,r^2),$$

with $Q$ homogeneous of degree $l-m$. All dependence on the azimuth sits in $w^m$, a polynomial in $x$ and $y$, so no angle is needed.

The Laplace equation fixes $Q$ up to a factor. Write $f=\sum_b q_b\,w^{m+b}\bar w^b z^{l-m-2b}$ and use $\nabla^2=4\partial_w\partial_{\bar w}+\partial_z^2$. Collecting equal monomials gives

$$4(m+b+1)(b+1)q_{b+1}+(l-m-2b)(l-m-2b-1)q_b=0 .$$

Thus $q_0$ determines the rest. There is one function for each $m=0,\dots,l$ and, by conjugation, one for each negative $m$. The Laplacian leaves $a-b$ unchanged in every monomial, so any harmonic polynomial splits into parts of definite $m$, each harmonic by itself. The harmonic polynomials of degree $l$ therefore form a space of dimension $2l+1$.

## Definition and conventions

Let $A_m=\operatorname{Re}w^m$ and $B_m=\operatorname{Im}w^m$. With $P_l$ the Legendre polynomial and $u=z/r$, define

$$\Pi_{lm}=r^{l-m}\frac{d^mP_l(u)}{du^m},\qquad
S_{lm}=N_{lm}\Pi_{lm}A_m,\qquad S_{l,-m}=N_{lm}\Pi_{lm}B_m ,$$

where the last form applies for $m>0$ and $N_{lm}>0$. There is no Condon–Shortley phase: $S_{11}=x$, $S_{1,-1}=y$, $S_{10}=z$. Racah normalisation means, on the unit sphere,

$$\oint S_{lm}S_{l'm'}\,d\Omega=\frac{4\pi}{2l+1}\,\delta_{ll'}\delta_{mm'} .\tag{1}$$

Unit-normalised real spherical harmonics are $\sqrt{(2l+1)/4\pi}\;S_{lm}/r^l$.

## Generating function and harmonicity

The Legendre polynomials are defined by $(1-2us+s^2)^{-1/2}=\sum_l P_l(u)s^l$. Each derivative with respect to $u$ lowers the exponent by one and brings down a factor $s,3s,5s,\dots$ in turn. After $m$ derivatives, set $s=rt$ and divide by $r^m$:

$$G=\sum_{l\ge m}t^l\,\Pi_{lm}=(2m-1)!!\,t^m D^{-m-1/2},\qquad D=1-2zt+r^2t^2,\tag{2}$$

with $(-1)!!=1$ and $|t|r<1$. Here $t$ is an inverse length.

To show that $A_m\Pi_{lm}$ is harmonic, put $\nu=m+\tfrac12$. From $\nabla D=2t^2\mathbf r-2t\hat{\mathbf z}$ one finds

$$|\nabla D|^2=4t^4r^2-8t^3z+4t^2=4t^2D,\qquad \nabla^2D=6t^2 .$$

Hence

$$\nabla^2D^{-\nu}=\nu(\nu+1)D^{-\nu-2}\,4t^2D-\nu D^{-\nu-1}\,6t^2=4m\nu t^2D^{-\nu-1}.$$

$A_m$ is independent of $z$ and homogeneous of degree $m$, so $\nabla A_m\cdot\nabla D=2mt^2A_m$. The cross term is

$$2\nabla A_m\cdot\nabla D^{-\nu}=-4m\nu t^2A_mD^{-\nu-1}.$$

Since $\nabla^2A_m=0$, the two contributions to $\nabla^2(A_mD^{-\nu})$ cancel. This holds for each power of $t$, and the same argument applies to $B_m$.

## Recurrence in the degree

Taking the logarithmic derivative of (2) with respect to $t$ and multiplying by $tDG$ gives

$$D\,(tG'-mG)=(2m+1)(zt-r^2t^2)G .$$

The coefficient of $t^{l+1}$ is

$$(l+1-m)\Pi_{l+1,m}-2z(l-m)\Pi_{lm}+r^2(l-1-m)\Pi_{l-1,m}=(2m+1)(z\Pi_{lm}-r^2\Pi_{l-1,m}).$$

Collecting terms,

$$(l+1-m)\Pi_{l+1,m}=(2l+1)z\Pi_{lm}-(l+m)r^2\Pi_{l-1,m},\tag{3}$$

with $\Pi_{m-1,m}=0$.

## Norm

For harmonic $f,g$ of degrees $l,l'$, Green's theorem on the unit ball gives $0=\oint(f\partial_rg-g\partial_rf)\,d\Omega=(l'-l)\oint fg\,d\Omega$. Different degrees are therefore orthogonal. Different azimuthal functions are orthogonal by the integral over the azimuth.

Write $p_l=d^mP_l/du^m$ and $h_l=\int_{-1}^1(1-u^2)^mp_l^2\,du$, where $(1-u^2)^m$ comes from the squared modulus of $w^m$. On the unit sphere, multiply (3) by $(1-u^2)^mp_{l+1}$ and integrate. Then replace $l$ by $l+1$ in (3), multiply by $(1-u^2)^mp_l$ and integrate. With $I=\int(1-u^2)^m u\,p_lp_{l+1}\,du$, orthogonality leaves

$$(l+1-m)h_{l+1}=(2l+1)I,\qquad (2l+3)I=(l+1+m)h_l .$$

Eliminating $I$,

$$\frac{h_{l+1}}{h_l}=\frac{(2l+1)(l+1+m)}{(2l+3)(l+1-m)} .$$

For the starting value, $p_m=(2m-1)!!$. Integration by parts shows that $J_m=\int_{-1}^1(1-u^2)^mdu$ obeys $J_m=2m(J_{m-1}-J_m)$ with $J_0=2$, so $J_m=2(2m)!!/(2m+1)!!$. Thus $h_m=2(2m)!/(2m+1)$, and the ratio gives

$$h_l=\frac{2}{2l+1}\frac{(l+m)!}{(l-m)!}.$$

The azimuthal integral of $\cos^2m\varphi$ is $2\pi/(2-\delta_{m0})$; for $\sin^2m\varphi$ with $m>0$ it is $\pi$, the same value. Condition (1) then requires

$$N_{lm}=\sqrt{(2-\delta_{m0})\frac{(l-m)!}{(l+m)!}} .$$

## The two working steps

For the vertical step, multiply (3) by $N_{l+1,m}A_m/(l+1-m)$ and use

$$\frac{N_{l+1,m}}{N_{lm}}=\sqrt{\frac{l+1-m}{l+1+m}},\qquad
\frac{N_{l+1,m}}{N_{l-1,m}}=\sqrt{\frac{(l+1-m)(l-m)}{(l+1+m)(l+m)}},$$

the second for $l>m$. The result is

$$S_{l+1,m}=a_{lm}\,z\,S_{lm}-b_{lm}\,r^2S_{l-1,m},\tag{4}$$

$$a_{lm}=\frac{2l+1}{\sqrt{(l+m+1)(l-m+1)}},\qquad b_{lm}=\sqrt{\frac{(l+m)(l-m)}{(l+m+1)(l-m+1)}} .$$

Replacing $A_m$ by $B_m$ gives the same equation for $-m$, and the coefficients are even in $m$. At $|m|=l$ the second term is absent.

For the diagonal step, $S_{ll}=K_lA_l$ and $S_{l,-l}=K_lB_l$, with $K_l=\sqrt{2/(2l)!}\,(2l-1)!!$ for $l\ge1$. Therefore

$$c_l=\frac{K_{l+1}}{K_l}=\frac{2l+1}{\sqrt{(2l+2)(2l+1)}}=\sqrt{\frac{2l+1}{2l+2}} .$$

The real and imaginary parts of $w^{l+1}=(x+iy)(A_l+iB_l)$ give

$$S_{l+1,l+1}=c_l(xS_{ll}-yS_{l,-l}),\qquad S_{l+1,-l-1}=c_l(yS_{ll}+xS_{l,-l}).\tag{5}$$

The step from $l=0$ is separate. There $K_0=K_1=1$, because the factor $2-\delta_{m0}$ changes from 1 to 2.

## Pseudocode

The coefficients depend on $l$ and $|m|$ but not on the point, so they are tabulated once.

```
r2 = x*x + y*y + z*z
S[0,0] = 1
for l = 0 ... L-1:
    if l == 0:
        S[1,1] = x;  S[1,-1] = y
    else:
        p = S[l,l];  q = S[l,-l]
        S[l+1, l+1]  = c[l]*(x*p - y*q)
        S[l+1,-l-1]  = c[l]*(y*p + x*q)
    for m = -l ... l:
        S[l+1,m] = a[l,|m|]*z*S[l,m]
        if |m| < l:
            S[l+1,m] = S[l+1,m] - b[l,|m|]*r2*S[l-1,m]
```

The evaluation contains no division, square root or trigonometric call. Square roots occur in the table alone. On the $z$ axis, where the azimuth is undefined, the loop gives $S_{l0}=z^l$ up to rounding and exactly zero for $m\ne0$.

## Cost

Count the loop as written, for $L\ge1$, including multiplications by 1. Forming $r^2$ takes 3 multiplications and 2 additions, and $S_{10}$ takes 2 multiplications. For each $l\ge1$:

- the diagonal pair takes 6 multiplications and 2 additions or subtractions;
- the two entries with $|m|=l$ take 4 multiplications;
- the $2l-1$ other entries take 4 multiplications and 1 subtraction each.

This makes $8l+6$ multiplications and $2l+1$ additions or subtractions. Summing over $l=1,\dots,L-1$ and adding the initial work,

$$n_\times=4L^2+2L-1,\qquad n_\pm=L^2+1 .$$

For $L=10$ this is 419 and 101 for 121 functions. For $L=60$ it is 14519 and 3601 for 3721 functions, or 4.87 operations per function; the limit for large $L$ is 5. Since $(L+1)^2$ values must be produced, no method can have a lower order than $L^2$. The table holds $L(L+1)/2$ pairs $(a,b)$, which is 1830 for $L=60$.

The products $a_{lm}z$ and $b_{lm}r^2$ are common to $m$ and $-m$. Sharing them saves $2l-1$ multiplications at each $l\ge1$, hence $(L-1)^2$ in total, and leaves $3L^2+4L-2$.

## Worked point

Take $(x,y,z)=(0.3,-0.4,1.2)$ nm, so $r^2=1.69$ nm². Below, $S_{lm}$ is in nm$^l$. The first shell is $S_{1,-1}=-0.4$, $S_{10}=1.2$, $S_{11}=0.3$.

For degree 2, $c_1=0.866025$, $a_{10}=1.5$, $b_{10}=0.5$ and $a_{11}=1.732051$:

- $S_{22}=0.866025\,(0.09-0.16)=-0.06062$
- $S_{2,-2}=0.866025\,(-0.12-0.12)=-0.20785$
- $S_{20}=1.5(1.2)(1.2)-0.5(1.69)(1)=1.31500$
- $S_{21}=1.732051(1.2)(0.3)=0.62354$
- $S_{2,-1}=1.732051(1.2)(-0.4)=-0.83138$

For degree 3, $c_2=0.912871$, $a_{20}=1.666667$, $b_{20}=0.666667$, $a_{21}=1.767767$, $b_{21}=0.612372$ and $a_{22}=2.236068$:

- $S_{33}=0.912871\,(-0.018187-0.083138)=-0.09250$
- $S_{3,-3}=0.912871\,(0.024249-0.062354)=-0.03479$
- $S_{32}=2.236068(1.2)(-0.060622)=-0.16267$
- $S_{3,-2}=2.236068(1.2)(-0.207846)=-0.55771$
- $S_{31}=1.32272-0.31047=1.01225$
- $S_{3,-1}=-1.76363+0.41396=-1.34967$
- $S_{30}=2.630-1.352=1.27800$

## Checking Racah normalisation

A rotation maps the harmonic polynomials of degree $l$ into themselves and preserves the integral in (1). The $2l+1$ functions $S_{lm}$ are an orthogonal basis of equal norms, so a rotation mixes them by an orthogonal matrix. The sum of their squares therefore depends on $r$ alone. At $(0,0,r)$ all functions with $m\neq0$ vanish, and $S_{l0}=r^lP_l(1)=r^l$, because the generating function at $u=1$ is $1/(1-s)$. Hence

$$\sum_{m=-l}^{l}S_{lm}^2=r^{2l} .\tag{6}$$

For $l=3$ at the worked point, the squares in order of increasing $m$ are

$$0.00121+0.31104+1.82161+1.63328+1.02465+0.02646+0.00856=4.82681\ \text{nm}^6,$$

and $1.69^3=4.82681$.

At a point off the $z$ axis, equation (6) catches a wrong factor in the first diagonal step; on the axis only $S_{l0}$ survives and the test is blind to it. If the first step is taken as $S_{11}=c_0x$, $S_{1,-1}=c_0y$ with $c_0=\sqrt{1/2}$, every function with $m\ne0$ is too small by $1/\sqrt2$, and the sum becomes $(r^{2l}+S_{l0}^2)/2$. For $l=1$ at this point that is 1.565 nm² instead of 1.69 nm².

It does not catch everything. Any orthogonal mixing within a shell leaves both (1) and (6) intact. Reversing the sign of $y$ is an example: the functions with $m<0$ change sign, and $S_{3,-1}$ changes by 2.69934 nm³, yet the sum stays the same. A sign error in the first step passes as well. With $S_{11}=-x$, $S_{1,-1}=y$ the seed is $-\bar w$, which has the modulus of $w$, so $S_{lm}^2+S_{l,-m}^2$ is unchanged and (6) holds for every $l$, although (5) then gives $S_{22}=-c_1(x^2+y^2)$, which is not harmonic. Signs and labels must be compared with the definition, for instance through $S_{11}=x$, $S_{1,-1}=y$ and $S_{2,-2}=\sqrt3\,xy$.

## Rounding error

Equation (6) implies $|S_{lm}|\le r^l$, which makes $r^l$ the natural scale for errors. The double-precision recurrence was compared with an 80-digit evaluation of explicit power sums for all $l\le60$. The largest error divided by $r^l$ was:

- $2.0\times10^{-15}$ at $(0.3,-0.4,1.2)$ nm;
- $3.6\times10^{-16}$ at $(1.1,0.7,-0.01)$ nm;
- $3.9\times10^{-14}$ at $(0.01,0.02,-0.9)$ nm, close to the axis.

The digits depend on how the coefficient table is rounded, so only the orders of magnitude carry over to another implementation. Three points do not establish a bound. Nor does a small error on this scale guarantee relative accuracy for a function that is itself much smaller than $r^l$.

At high degree the explicit sum can be a poor substitute in double precision, because away from the plane $z=0$ its alternating terms can grow far beyond $r^l$. For $m=0$, expand the generating function as

$$[1-s(2u-s)]^{-1/2}=\sum_n\binom{2n}{n}4^{-n}s^n(2u-s)^n .$$

The power $s^l$ comes from $n=l-k$ with $k$ factors $-s$. Since $\binom{2l-2k}{l-k}\binom{l-k}{k}=\binom lk\binom{2l-2k}{l}$,

$$S_{l0}=2^{-l}\sum_{k=0}^{\lfloor l/2\rfloor}(-1)^k\binom lk\binom{2l-2k}{l}r^{2k}z^{l-2k}.$$

At the worked point with $l=60$, the largest term is $3.7\times10^{19}\,r^{60}$, while the sum cannot exceed $r^{60}$ in magnitude. Multiplying that term by the double-precision spacing $2.2\times10^{-16}$ predicts an error of order $10^4\,r^{60}$. The error found is $7.6\times10^3\,r^{60}$, so no digit is correct. The recurrence gives the same function with error $2.7\times10^{-16}\,r^{60}$. The cancellation depends on direction: at $(0.01,0.02,-0.9)$ nm the largest term is $1.0\times10^{21}\,r^{60}$, while at $(1.1,0.7,-0.01)$ nm, close to the plane $z=0$, it is only $0.10\,r^{60}$ and the explicit sum has an error below $10^{-16}\,r^{60}$.

## Range failures and scaling

The power $r^l$ can leave the floating-point range. In metres the worked point has $r=1.3\times10^{-9}$ m. The smallest positive double is $2^{-1074}\approx5\times10^{-324}$, whereas the numerical value of $r^{37}$ is about $10^{-329}$. The computed shell is entirely zero from $l=37$ at the latest, and that is the first degree at which it happens. Digits are lost just before that, as the values become subnormal: the largest error is about $5\times10^{-13}\,r^{35}$ at $l=35$ and $3\times10^{-4}\,r^{36}$ at $l=36$. Functions much smaller than $r^l$ suffer sooner: at $l=34$, 22 of them are already subnormal, with relative errors up to $2\times10^{-7}$, and at $l=35$ some have no correct digit. The squares in (6) vanish much earlier, from $l=19$, since $r^{38}$ is also below the range.

Homogeneity supplies the cure. Choose a length $a$ comparable with $r$, evaluate at $\mathbf r/a$, and use

$$S_{lm}(\mathbf r)=a^l\,S_{lm}(\mathbf r/a).$$

The factor $a^l$ should be combined with other powers of length in the final expression before it is evaluated. The same scaling prevents overflow when $r$ is numerically large.

Scaling with $a$ comparable to $r$ does not remove a second underflow, close to the $z$ axis. There $S_{mm}$ is proportional to a component of $(x+iy)^m$ and may round to zero. Step (4) then returns zero for every higher degree in that column. The exact values can be larger than the lost seed: $S_{m+1,m}=\sqrt{2m+1}\,z\,S_{mm}$ exceeds it in magnitude when $|z|\sqrt{2m+1}>1$ in the scaled unit. A smaller $a$ raises the seed by $a^{-m}$ but moves $(r/a)^L$ toward overflow, so it removes this underflow completely only while the smallest seed and the largest value fit together in the floating-point range. Otherwise it recovers part of the columns: at $(10^{-12},5\times10^{-13},0.9)$ with $L=60$, going from $a=0.9$ to $a=9\times10^{-6}$ reduces the number of zeros from 1122 to 210, and $a=9\times10^{-7}$ overflows while zeros remain. At $(10^{-7},5\times10^{-8},0.9)$ with $L=60$, the choice $a=0.9$ returns zero for 210 functions (23 of them have exact values above $2^{-1074}$ in that unit, the rest lie below the range), while $a=9\times10^{-5}$ loses none and overflows nowhere. Where the two ends do not fit and such small components matter, one remedy is to store the exponent of the seed separately.
